# Why random symmetric hops average differently on chains and square lattices

Take a walker that hops over random barriers, spread uniformly between 0.8 and 1.2 eV, at 700 K. Arranged along a chain, these barriers give a diffusivity of $1.37\times10^{-10}$ cm²/s. Arranged on a square lattice with the same spacing, they give $5.68\times10^{-10}$ cm²/s, which is 4.15 times more. The apparent activation energy also differs: 1.14 eV on the chain and 1.00 eV on the square lattice. The distribution of barriers is the same in both cases, so the geometry must decide which average of the rates counts.

## The model and the claim

Neighbouring sites are a distance $a$ apart. Bond $b$ is crossed at the same rate $w_b$ in both directions, so all sites are equally occupied in equilibrium. The rates are independent, have one common law, and lie between positive bounds $w_-$ and $w_+$. The law is log-symmetric: $\ln w$ is distributed symmetrically about $\ln w_0$, so $w_0=e^{\langle\ln w\rangle}$ is the geometric mean.

The random sample fills a cell of side $L$ with $N$ sites, repeated periodically. The diffusivity $D$ is defined by a mean square displacement $2Dt$ per axis, taking long times first and $L\to\infty$ afterwards. The claim is

$$D_{\rm chain}=\frac{a^2}{\langle 1/w\rangle},\qquad D_{\rm square}=a^2w_0 .$$

The first result will turn out to need neither log-symmetry nor independence, as long as the sample mean of $1/w$ converges. The proof of the second uses both, together with a property of the square lattice.

## From hopping to conduction

Measure positions $x_i$ in units of $a$ and let $e$ be a unit vector. Look for a function $u_i=e\cdot x_i+\phi_i$, with $\phi$ periodic, that has no mean drift under the hops:

$$\sum_j w_{ij}(u_j-u_i)=0\quad\text{for every site } i. \tag{1}$$

This is a linear system for $\phi$ with a symmetric matrix whose null vectors are the constants. Its source, $-\sum_j w_{ij}\,e\cdot(x_j-x_i)$, sums to zero over the cell because each bond enters twice with opposite signs. A solution therefore exists.

By (1), each increment of $u(X_t)$ has zero mean given the past. Increments over separate time intervals are then uncorrelated, and their variances add. For a walker started uniformly, which stays uniform,

$$\big\langle[u(X_t)-u(X_0)]^2\big\rangle=\frac tN\sum_i\sum_j w_{ij}(u_j-u_i)^2=\frac{2t}{N}\sum_b w_bg_b^2 .$$

Here $g_b=e\cdot s_b+\delta\phi_b$ is the difference of $u$ along bond $b$, $s_b$ is the bond vector and $\delta\phi_b$ is the difference of $\phi$. The factor 2 arises because each bond is seen from both ends. Since $\phi$ is bounded, $u(X_t)-u(X_0)$ and $e\cdot(X_t-X_0)$ differ by a bounded amount, which does not affect the growth rate at long times. Hence $D=a^2S_{ee}$ along $e$, with

$$S_{ee}=\frac1N\sum_b w_bg_b^2=\min_\phi\frac1N\sum_b w_b(e\cdot s_b+\delta\phi_b)^2 . \tag{2}$$

The minimum appears because the sum is convex in $\phi$ and its stationarity condition is (1).

This is a conduction problem: $g_b$ is a potential drop, $j_b=w_bg_b$ a current, and (1) says that no current is lost at a site. As $u$ is linear in $e$, $S_{ee}=e\cdot Se$ with a symmetric matrix $S$. The mean current is $J=\frac1N\sum_b s_bj_b=Se$. To see this, let $g'$ belong to another direction $e'$. Then

$$e'\cdot Se=\frac1N\sum_b(e'\cdot s_b+\delta\phi'_b)j_b=e'\cdot J,$$

because $\sum_b\delta\phi'_bj_b$, regrouped by sites, multiplies each $\phi'_i$ by the net current at $i$, which is zero.

## First contribution: bottlenecks

On a chain, conservation makes the current $j$ the same on every bond, so $g_b=j/w_b$. The differences of $\phi$ cancel around the ring, so $\sum_bg_b=N$. Therefore

$$j\,\frac1N\sum_b\frac1{w_b}=1,\qquad S=\frac1N\sum_b j\,g_b=j=\Big(\frac1N\sum_b\frac1{w_b}\Big)^{-1}.$$

Every slow bond must be crossed, and the resistances $1/w_b$ add. Nothing was assumed about the shape of the law.

The opposite extreme is a walker that has not yet felt the bottlenecks. Just after a uniform start, the mean square displacement per axis grows at the rate $2a^2\langle w\rangle$ in either geometry, since each site has two bonds along that axis. This is the arithmetic mean, and it is also what (2) gives for the trial choice $\phi=0$. The final diffusivity cannot exceed it.

For the example, $w=\nu e^{-E/kT}$ with $E$ uniform in $E_0\pm\Delta$. Put $x=\Delta/kT$ and $w_0=\nu e^{-E_0/kT}$. Then

$$\frac{\langle w\rangle}{w_0}=w_0\Big\langle\frac1w\Big\rangle=\frac1{2x}\int_{-x}^{x}e^{s}ds=\frac{\sinh x}{x}.$$

With $kT=0.06032$ eV and $\Delta=0.20$ eV, $x=3.316$ and $\sinh x/x=4.147$. From its initial to its final value, the diffusivity falls by a factor $4.147^2\approx17.2$ on the chain. If the square lattice ends at $a^2w_0$, it falls by 4.147 there. Detours thus recover half of the loss, measured on a logarithmic scale. The next three sections show why it is half.

## Second contribution: detours, and a lattice that is its own dual

In the plane, current can go around a slow bond. Its effect follows from a rotation. Place a dual site at the centre of each square and let a dual bond $b^*$ cross each bond $b$, directed along $Rs_b$, where $R$ turns vectors by $+90°$. Exchange the roles of drop and current:

$$g^*_{b^*}=j_b,\qquad j^*_{b^*}=g_b,\qquad w^*_{b^*}=\frac{j^*_{b^*}}{g^*_{b^*}}=\frac1{w_b}.$$

The last equality assigns the conductance; where $g_b=0$ both fields vanish and the assignment remains consistent.

Around an original site, the sum of $g^*$ is the total outflow of $j$, which is zero. The outflow of $j^*$ from a dual site is, up to sign, the sum of $g$ around a square, also zero. So the new fields obey the conduction equations on the dual lattice, provided that $g^*$ is a uniform gradient plus differences of a periodic potential. It is: neighbouring parallel lines around the cell have equal sums of $g^*$, since they differ by closed squares. Subtracting the mean gradient then leaves zero sum around every closed path.

The mean gradient of the dual problem is $\frac1N\sum_bRs_bj_b=RSe$. Its mean current is $\frac1N\sum_bRs_bg_b=Re$, because the differences of $\phi$ cancel along each line. Hence $S^*RSe=Re$ for every $e$, or $S^*=RS^{-1}R^{T}$. Written out,

$$S=\begin{pmatrix}A&C\\C&B\end{pmatrix},\quad S^{-1}=\frac1{\det S}\begin{pmatrix}B&-C\\-C&A\end{pmatrix}.$$

The quarter turn swaps the diagonal elements and reverses the sign of the off-diagonal ones, so

$$S^*=\frac{S}{\det S},\qquad \det S^*\,\det S=1. \tag{3}$$

This holds for each finite sample, whatever its rates. It says that a sample in which every rate is inverted and moved to the crossing bond conducts as well as the original conducts badly.

The chain has an inversion relation too, but a less useful one. There $1/S$ is the mean of $1/w_b$, which is the conductance per bond of a bundle of *parallel* bonds with rates $1/w_b$. Inversion turns series into parallel and so links two different geometries. It relates a harmonic mean to an arithmetic one and fixes neither. The dual of a square lattice is again a square lattice, and this lets the relation close on itself.

## Third contribution: log-symmetry

Use units with $w_0=1$. Log-symmetry means that $1/w$ has the same law as $w$. As the bonds are independent and both axes share one law, the dual sample is statistically indistinguishable from the original. By (3), $\ln\det S$ and $-\ln\det S$ then have the same distribution. Restoring units,

$$\Big\langle\tfrac12\ln\det S\Big\rangle=\ln w_0\quad\text{for every } L. \tag{4}$$

A cell of $2\times2$ sites shows how much (4) says and how much it leaves open. It has 8 bonds; if each has rate $e^{2}$ or $e^{-2}$, there are 256 equally likely cases. Solving all of them gives values of $\frac12\ln\det S$ with a standard deviation of 1.05, yet their mean is zero to rounding error. The average is already right, while single samples differ from it by factors of about $e$. It remains to show that large samples agree with one another and are isotropic.

## Fourth contribution: independence

**Large samples agree.** Let $S$ stand for $S_{ee}$ with a fixed $e$. Replace one rate $w_b$ by an independent copy and call the result $S^{(b)}$. Using the old $\phi$ as a trial function in (2) shows that $S$ can rise by at most

$$(S^{(b)}-S)_+\le (w_+-w_-)\,g_b^2/N, \tag{5}$$

where the subscript $+$ keeps positive values and sets the rest to zero.

These changes control the variance. Reveal the rates one at a time, and let $E_k$ be the average given the first $k$ of them. The steps $d_k=E_kS-E_{k-1}S$ are uncorrelated, so ${\rm Var}\,S=\sum_k\langle d_k^2\rangle$. By independence, $d_k=E_k(S-\hat E_kS)$, where $\hat E_k$ averages over $w_k$ alone. Since the square of an average is at most the average of the square,

$${\rm Var}\,S\le\sum_k\big\langle(S-\hat E_kS)^2\big\rangle=\tfrac12\sum_k\big\langle(S-S^{(k)})^2\big\rangle=\sum_k\big\langle(S^{(k)}-S)_+^2\big\rangle .$$

The first equality is the variance written with two independent copies. The second holds because $S$ and $S^{(k)}$ can be exchanged. This is the Efron–Stein inequality.

Now no single bond may carry a finite share of $G=\sum_bg_b^2$. By (1), $u_i$ is a weighted average of its neighbours, so inside a closed ring $u$ lies between its extremes on the ring. Around one end of bond $b$ draw square rings at distances $r=1,2,\dots,R$, with $R=\lfloor(L-1)/2\rfloor$. Ring $r$ has $8r$ bonds. Its highest and lowest points are joined by two paths along the ring, so they differ by at most half of the sum of $|g|$ over it. With the Cauchy–Schwarz inequality,

$$g_b^2\le\tfrac14\Big(\sum_{\rm ring}|g|\Big)^2\le\tfrac14\,8r\sum_{\rm ring}g^2=2r\sum_{\rm ring}g^2 .$$

Divide by $2r$ and sum over the rings, which share no bonds. With $H_R=\sum_{r=1}^R1/r$ this gives $g_b^2\le2G/H_R$. Moreover $w_-G\le NS\le Nw_+$, the last step from $\phi=0$. Inserting all this with (5),

$${\rm Var}\,S\le\frac{(w_+-w_-)^2}{N^2}\Big\langle\frac{2G}{H_R}\,G\Big\rangle\le\frac{2(w_+-w_-)^2}{H_R}\Big(\frac{w_+}{w_-}\Big)^2 .$$

As $H_R$ grows like $\ln L$, the variance vanishes. The bound is far from sharp, but the limit is all that is needed.

**Large samples are isotropic.** Exchanging the axes leaves the law unchanged, so $\langle S_{xx}\rangle=\langle S_{yy}\rangle=s_L$. Reflecting one axis reverses $S_{xy}$, so its mean is zero. Its fluctuations vanish as well, since $S_{xy}=S_{ee}-\frac12(S_{xx}+S_{yy})$ for $e$ along the diagonal. Thus $S$ approaches $s_L$ times the unit matrix, and $\frac12\ln\det S-\ln s_L$ tends to zero in probability. The eigenvalues of $S$ stay between $w_-$ and $w_+$, so the mean of this difference tends to zero too. Equation (4) then gives $s_L\to w_0$, which proves $D_{\rm square}=a^2w_0$.

For the example's barriers, solving the linear system (1) on random cells gives the following, in units of $w_0$:

| $L$ | cells | std. dev. of $S_{xx}$ | rms $S_{xy}$ |
|---|---|---|---|
| 8 | 300 | 0.30 | 0.12 |
| 16 | 200 | 0.13 | 0.06 |
| 32 | 100 | 0.08 | 0.03 |
| 64 | 40 | 0.04 | 0.015 |

The mean of $S_{xx}$ at $L=64$ is 1.00. With these numbers of cells the entries carry sampling errors of about 4% at $L=8$ to 11% at $L=64$. The scatter falls roughly as $1/L$, much faster than the bound requires.

## Removing one ingredient at a time

*Without log-symmetry.* Let 80% of the bonds have rate 1 and 20% have rate $e^{-6}$. The geometric mean is $e^{-1.2}=0.30$, but ten cells with $L=64$ give $D/a^2=0.59$. The slow bonds are a minority and current passes around them. Equation (3) still holds, but now it relates this medium to a different one, with a minority of very fast bonds.

*Without independence.* Let the rates depend on the column only. For a gradient across the columns, nothing varies along them, and each row is a chain: $S_{xx}$ is the harmonic mean. For a gradient along the columns, $\phi=0$ solves (1), since the two vertical bonds at a site are equal: $S_{yy}$ is the arithmetic mean. For a large log-symmetric sample their product is $w_0^2$, as duality demands, but the two values are $w_0/4.15$ and $4.15\,w_0$ for the example's barriers. Here duality fixes the determinant, and what has been lost is isotropy. Other correlations spoil the value itself. Give each site an independent standard Gaussian number $h_i$ and set $\ln(w_{ij}/w_0)=x\,\mathrm{erf}[(h_i+h_j)/2]$. Each rate has the same law as in the example and the medium is isotropic, but the correlated bonds meet at a site, whereas in the dual they surround a square. The dual sample no longer has the law of the original, (4) fails, and cells with $L=64$ give $D\approx1.4\,a^2w_0$.

*Without self-duality.* The triangular and honeycomb lattices are each other's duals. Relative to the same lattice with all rates equal to $w_0$, cells with $L=48$ give 1.62 for the triangular and 0.61 for the honeycomb lattice. Their product is 0.99, close to the value 1 that duality requires for large samples. A plausible reading is that six bonds per site offer more detours than four, and three offer fewer. The count alone does not fix the factor: the kagome lattice also has four bonds per site, is not its own dual, and gives about 0.95. On a cubic lattice, with $12^3$ sites, the factor is 1.72. In three dimensions a bond is crossed by a face and not by another bond, so the exchange of drop and current no longer produces a hopping problem.

## Temperature dependence

The apparent barrier is $E_{\rm app}=-d\ln D/d\beta$ with $\beta=1/kT$, at fixed $\nu$. On the square lattice $\ln D=\ln(a^2\nu)-\beta E_0$, so $E_{\rm app}=E_0$ at every temperature. On the chain there is an extra term $-\ln(\sinh x/x)$ with $x=\beta\Delta$, and

$$E_{\rm app}=E_0+\Delta\Big(\coth x-\frac1x\Big).$$

At 700 K this is $1.00+0.20\,(1.0026-0.3016)=1.140$ eV. For $x\ll1$ the excess is $\Delta^2/(3kT)$, and the two geometries differ little. For $x\gg1$ it tends to $\Delta$: since $\sinh x\approx e^x/2$, $D_{\rm chain}\approx a^2\nu\,(2\Delta/kT)\,e^{-(E_0+\Delta)/kT}$, and the highest barriers set the pace. The square lattice keeps the median barrier even there.

## The example in engineering units

With $\nu=10^{13}$ s⁻¹, $E_0=1.00$ eV and $a=0.30$ nm,

$$w_0=10^{13}\,e^{-1.00/0.06032}=6.31\times10^{5}\ \text{s}^{-1},$$

$$D_{\rm square}=(3.0\times10^{-8}\,\text{cm})^2w_0=5.68\times10^{-10}\ \text{cm}^2/\text{s}.$$

Dividing by 4.147 gives $D_{\rm chain}=1.37\times10^{-10}$ cm²/s. In one second the rms displacement $\sqrt{2Dt}$ per axis is 337 nm on the square lattice and 166 nm on the chain.

These round parameters are illustrative and describe no particular material. A real disordered film is a three-dimensional irregular network, and its wells differ in depth. If well energies $\varepsilon$ vary while the saddle energies stay fixed, the rate out of site $i$ is $w_b/\pi_i$ with $\pi_i=e^{-\varepsilon_i/kT}$, and the occupation is proportional to $\pi_i$. The two factors cancel in the displacement sum, leaving $D$ divided by the mean of $\pi$. A uniform spread of ±0.10 eV multiplies both diffusivities by 0.66. Out-of-plane hops, judged by the cubic lattice, raise the planar value by a factor of 1.7. For the two other planar networks, the disorder factors found above are 0.61 (honeycomb) and 1.62 (triangular), each relative to its own uniform lattice. With all rates equal to $w_0$ and $z$ bonds per site, $D=za^2w_0/4$, which is 3/4 and 3/2 of the square-lattice value. At equal spacing their diffusivities are therefore 0.46 and 2.4 times that of the square lattice. Tunnelling, in the leading Wigner correction $1+(h\nu/kT)^2/24$ with $\nu$ also taken as the barrier frequency, adds 2%. The largest of these effects is correlation: complete layering would change the planar value by a factor of 4.15 in either direction. The ranking depends on the spreads assumed: well energies spread over ±0.20 eV, as widely as the barriers, would also divide both diffusivities by 4.15. For the spreads assumed here, each of the effects estimated above, taken alone, shifts the geometric-mean estimate by at most a factor of about four. Irregularity of the network and interactions between walkers are not estimated here. Several effects together, or wider spreads, can shift it further.

All numerical values are calculated from the stated model.
